# Reverse yielding of an elastic-perfectly-plastic film during thermal cycling

## Exercise

A thin metal film is bonded to a thick elastic substrate. It has Young modulus \(E\), Poisson ratio \(\nu\) and uniaxial yield stress \(\sigma_y\), all independent of temperature. The film is isotropic and elastic-perfectly-plastic: it neither hardens nor creeps, and it yields at the same stress magnitude in tension and compression. Its thermal expansion coefficient differs from that of the substrate by the temperature-independent amount

\[
D=\alpha_f-\alpha_s\neq 0 .
\]

The temperature is uniform, and the region considered is far from the film edges. Tensile stress and extension are positive.

**(a)** The film is yielding when the temperature change is reversed. Show that it yields in the opposite sense after a further temperature change of magnitude \(2\sigma_y/(M|D|)\), and identify the modulus \(M\).

**(b)** An aluminium film on silicon has the rough typical values \(E=70\) GPa, \(\nu=0.35\), \(\sigma_y=100\) MPa and \(D=20\) ppm/K. It is stress-free at 300 K, is cooled to 220 K, heated to 350 K, and cooled again to 220 K. Find the temperatures at which yielding begins and the plastic strain in each half cycle between 220 K and 350 K.

## Hints

1. The film must follow the in-plane strain of the substrate. Write the film strain as thermal plus elastic plus plastic.
2. The film is stretched equally in two directions, and its top surface is free. What does Hooke's law give for the in-plane strain?
3. Which stress interval is elastic? At which end of it does the film sit when the temperature change is reversed?
4. Check that the film really unloads on reversal. Plastic flow under tension cannot shorten the film in its plane.

## Full solution

### Compatibility

Let the temperature change by \(dT\). The thick substrate expands by \(\alpha_s\,dT\), since the film is too thin to strain it appreciably. The in-plane film strain must be the same:

\[
\alpha_f\,dT+d\varepsilon_{el}+d\varepsilon_{pl}=\alpha_s\,dT .
\]

Subtracting \(\alpha_f\,dT\) from both sides gives

\[
d\varepsilon_{el}+d\varepsilon_{pl}=-D\,dT. \tag{1}
\]

For \(D>0\), cooling stretches the film relative to its natural size and heating compresses it.

### The modulus

The in-plane stresses are equal, \(\sigma_{xx}=\sigma_{yy}=\sigma\), and the free surface requires \(\sigma_{zz}=0\). Hooke's law gives

\[
\varepsilon_{el}=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}
=\frac{(1-\nu)\sigma}{E}.
\]

Therefore

\[
\sigma=M\varepsilon_{el},\qquad M=\frac{E}{1-\nu}. \tag{2}
\]

The required modulus is the biaxial modulus. It exceeds \(E\) for \(\nu>0\), because tension along \(y\) tends to contract the film along \(x\), and more stress is needed to maintain the imposed strain.

### The elastic range

The principal stresses are \((\sigma,\sigma,0)\). The von Mises equivalent stress is

\[
\sqrt{\tfrac12\left[(\sigma-\sigma)^2+(\sigma-0)^2+(0-\sigma)^2\right]}=|\sigma| .
\]

The Tresca measure, the largest principal stress minus the smallest, is also \(|\sigma|\). With either criterion the film is elastic for

\[
-\sigma_y<\sigma<\sigma_y ,
\]

an interval of width \(2\sigma_y\).

### What happens on reversal

Take \(D>0\) and let the film yield in tension during cooling. Perfect plasticity holds the stress at \(+\sigma_y\), so \(d\varepsilon_{el}=0\), and equation (1) gives \(d\varepsilon_{pl}=-D\,dT>0\).

Now heat the film, so that \(dT>0\). If it continued to flow at \(+\sigma_y\), equation (1) would require \(d\varepsilon_{pl}=-D\,dT<0\). The film would then shorten plastically under tension, which the flow rule forbids: the plastic strain increment has the sign of the stress. The response is therefore elastic, with \(d\varepsilon_{pl}=0\), and equations (1) and (2) give

\[
\frac{d\sigma}{dT}=-MD. \tag{3}
\]

The stress falls from \(+\sigma_y\) into the elastic range, as assumed. After heating by \(\Delta T\) it is

\[
\sigma=\sigma_y-MD\,\Delta T .
\]

Reverse yielding begins when \(\sigma=-\sigma_y\):

\[
-\sigma_y=\sigma_y-MD\,\Delta T
\quad\Longrightarrow\quad
MD\,\Delta T=2\sigma_y .
\]

If the film instead yields in compression and is then cooled, the stress rises from \(-\sigma_y\) to \(+\sigma_y\) over the same interval. If \(D<0\), heating and cooling exchange roles. All cases are covered by

\[
\boxed{\Delta T_{rev}=\frac{2\sigma_y}{M|D|}=\frac{2(1-\nu)\sigma_y}{E|D|}} \tag{4}
\]

The factor 2 has a direct meaning: half the interval removes the existing stress, and the other half builds up the opposite stress. A film that starts stress-free needs only the second half, so its first yield comes after \(\Delta T_{rev}/2\). As \(|D|\) tends to zero the interval grows without limit, because temperature then produces no stress.

### Numbers for the film

The biaxial modulus is

\[
M=\frac{70\ \text{GPa}}{1-0.35}=107.7\ \text{GPa},
\]

and the elastic stress change per kelvin has magnitude

\[
MD=(107.7\times10^3\ \text{MPa})(20\times10^{-6}\ \text{K}^{-1})
=2.154\ \text{MPa/K}.
\]

Hence

\[
\Delta T_{rev}=\frac{200\ \text{MPa}}{2.154\ \text{MPa/K}}=92.9\ \text{K}.
\]

The stress history is as follows.

- **First cooling.** Tensile yield begins after 46.4 K, at \(300-46.4=253.6\) K. The stress then stays at +100 MPa down to 220 K.
- **Heating.** Compressive yield begins at \(220+92.9=312.9\) K. The stress then stays at −100 MPa up to 350 K.
- **Second cooling.** Tensile yield begins at \(350-92.9=257.1\) K.

Each half cycle covers 130 K, of which 92.9 K is elastic. The mismatch strain from the remainder becomes plastic strain of magnitude

\[
|\Delta\varepsilon_{pl}|=|D|(130\ \text{K}-\Delta T_{rev})
\approx(20\times10^{-6}\ \text{K}^{-1})(37.1\ \text{K})
\approx7.4\times10^{-4}.
\]

It is negative on heating and positive on cooling, so the two contributions cancel over a full cycle. The stress-temperature curve becomes a closed loop, although plastic work is done on both halves.

Using \(E\) in place of \(M\) would give 142.9 K. That exceeds the 130 K range and would wrongly predict no reverse yielding.

As a test of the argument, the film was also followed in temperature steps of 0.2 K with three-dimensional von Mises plasticity, the normal stress being set to zero numerically. The first yielding step ended 93.0 K after each turn, in agreement with 92.9 K at this step size.

### How far the constant-property model can be trusted

The following estimates change one group of assumptions at a time and keep the other inputs fixed.

**Temperature-dependent properties.** Suppose that, relative to their 300 K values, the yield stress falls by 0.10 % per kelvin and the modulus by 0.05 % per kelvin, while \(D\) rises by 0.015 ppm/K per kelvin. These slopes are rough. The interval becomes 96.6 K on heating and 92.4 K on cooling. The heating interval is centred near 268 K, where the yield strain \(\sigma_y/M\) is about 1.6 % larger and \(D\) about 2.4 % smaller than at 300 K. Both lengthen the interval, by about 4 % together. The cooling interval is centred near 304 K, so its change is small.

**Finite substrate.** For a 1 µm film on a 500 µm substrate with biaxial modulus 180 GPa, the in-plane elastic strain and bending of the substrate lengthen the interval by 0.48 %.

**Elastic anisotropy.** With rough cubic constants of 107, 61 and 28 GPa for \(C_{11}\), \(C_{12}\) and \(C_{44}\), the interval is 101.6 K for a (100) film normal and 88.6 K for a (111) normal. The yield stress is held at 100 MPa in both cases.

**Hardening.** Plastic flow conserves volume, so an in-plane strain \(p\) is accompanied by \(-2p\) through the thickness, and the equivalent plastic strain is \(2|p|\). With an isotropic hardening modulus of 2 GPa, the plastic strain found above for one half cycle raises the yield stress by about 3 MPa and lengthens the next interval by about 3 %. The rises add up. In the stated history the first cooling already hardens the film, so the heating interval is about 3 % longer and the second cooling interval about 5 % longer, and the loop no longer closes.

**The real case.** The yield stress of an aluminium film depends on its thickness, grain size and surface layer, and it is the least certain input to equation (4). At 200 MPa, first yield from zero stress would need 92.9 K, and this film would not yield anywhere in the stated cycle. A stress-free state at 300 K is also a simplification, since real films usually carry residual stress. That changes the first yield temperature, but not the interval after a turn made at yield. Real films can also yield early on reversal, the Bauschinger effect. If reverse yield occurred at 50 MPa instead of 100 MPa, the stress to be crossed would be 150 MPa instead of 200 MPa, and the interval would be a quarter shorter.

## Variation 1: the temperature turns before the film yields

*The same stress-free film is cooled from 300 K to 270 K and then heated. When does it yield?*

Cooling by 30 K produces a tensile stress

\[
\sigma_t=(2.154\ \text{MPa/K})(30\ \text{K})=64.6\ \text{MPa},
\]

which is below yield. Heating must remove this stress and then build up 100 MPa of compression:

\[
\Delta T=\frac{\sigma_y+|\sigma_t|}{M|D|}
=\frac{164.6\ \text{MPa}}{2.154\ \text{MPa/K}}=76.4\ \text{K}.
\]

Yield begins at 346.4 K. This is also 46.4 K above the stress-free temperature: with no plastic flow, the film simply retraces its elastic line. Equation (4) therefore requires the film to be at yield when the temperature turns.

A related case is a cycle that starts at yield but has a range smaller than \(\Delta T_{rev}\). The stress then never reaches the opposite limit, and it returns to its starting value elastically. After the first yielding, such cycles add no plastic strain. This is called shakedown.

## Variation 2: the hot film is held before cooling

*The film reaches 350 K at −100 MPa and is held there for 60 min. Suppose that the stress relaxes only by atoms diffusing along grain boundaries. How does this change the cooling interval?*

At constant temperature the total mismatch strain is fixed. Let the diffusional strain rate be \(A\sigma\), proportional to stress. Then

\[
\frac{1}{M}\frac{d\sigma}{dt}+A\sigma=0
\quad\Longrightarrow\quad
\sigma(t)=\sigma(0)\,e^{-t/\tau},\qquad \tau=\frac{1}{MA}.
\]

The Coble estimate for grain size \(d\), atomic volume \(\Omega\) and boundary width times diffusivity \(\delta D_b\) is

\[
A\approx\frac12\,\frac{47\,\Omega\,\delta D_b}{k_BT\,d^3}.
\]

The factor \(1/2\) arises because, in volume-conserving linear creep, the strain rate along \(x\) is proportional to \(\sigma_{xx}-\tfrac12(\sigma_{yy}+\sigma_{zz})=\sigma/2\). Take the rough values \(d=1\) µm, \(\Omega=1.66\times10^{-29}\) m³, and \(\delta D_b\) with prefactor \(5\times10^{-14}\) m³/s and activation energy 0.87 eV. At 350 K they give \(\tau=129\) min. After the hold the stress magnitude is

\[
(100\ \text{MPa})\,e^{-60/129}\approx63\ \text{MPa}.
\]

Neglecting further creep during cooling, tensile yield begins after

\[
\Delta T=\frac{100+63}{2.154}\ \text{K}\approx76\ \text{K},
\]

or near 274 K instead of 257 K. In this linear creep model, a very long hold would remove all the stress and reduce the interval to 46.4 K.

The Coble rate is an order-of-magnitude estimate for grains in a bulk polycrystal, so the 76 K is illustrative. In a real film, the bond to the substrate and a surface oxide can hinder diffusion, making this diffusional relaxation slower or incomplete. Dislocation creep is left out and acts the other way. At 100 MPa and 350 K, rough power-law creep data for bulk pure aluminium give a rate about a hundred times the Coble rate, and larger than the mismatch strain rate of a 10 K/min ramp. A thin, fine-grained film resists dislocation motion more than the bulk metal, so the real relaxation can be faster or slower than estimated here. Without a hold, the Coble law alone at a ramp of 10 K/min shortens the cooling interval by about 0.3 %. For grain-boundary diffusion alone, the 60 min hold at 350 K matters far more than creep during such a ramp; this need not hold when dislocation creep is active. The numerical output below lists the inputs and results.

## Numbers as computed

```
INPUTS (rough typical values)
Young modulus E: 70 GPa
Poisson ratio: 0.35 (no unit)
yield stress: 100 MPa
expansion mismatch D: 20 ppm/K
stress-free, lowest, highest T: 300, 220, 350 K
MAIN RESULTS
biaxial modulus M: 107.7 GPa
elastic stress change per kelvin M*D: 2.154 MPa/K
first-yield interval: 46.4 K
first yield on cooling at: 253.6 K
reverse-yield interval: 92.9 K
reverse yield on heating at: 312.9 K
reverse yield on cooling at: 257.1 K
3D calculation, first yielding step, heating: 93.0 K
3D calculation, first yielding step, cooling: 93.0 K
3D temperature step: 0.2 K
in-plane plastic strain per half cycle: 743 ppm
interval if E wrongly replaces M: 142.9 K
early turn at: 270 K
stress at early turn: 64.6 MPa
interval after early turn: 76.4 K
NEGLECTED EFFECTS
slopes: yield -0.10 %/K, modulus -0.05 %/K, mismatch 0.015 ppm/K^2
variable properties, heating interval: 96.6 K
variable properties, cooling interval: 92.4 K
film, substrate thickness: 1, 500 micrometre
substrate biaxial modulus: 180 GPa
finite substrate, change of interval: 0.48 %
cubic constants C11, C12, C44: 107, 61, 28 GPa
M for (100), (111) normal: 98.4, 112.8 GPa
interval for (100), (111) normal: 101.6, 88.6 K
hardening modulus: 2 GPa
yield stress rise per half cycle: 3.0 MPa
interval change from that rise: 3.0 %
grain size: 1 micrometre; ramp: 10 K/min
boundary diffusion: prefactor 5e-14 m^3/s, energy 0.87 eV
atomic volume: 1.66e-29 m^3
creep rate / mismatch strain rate at highest T: 3.6 %
creep during ramp, change of heating interval: 0.011 %
creep during ramp, change of cooling interval: -0.345 %
stress relaxation time at highest T: 129 min
stress magnitude after 60 min hold at highest T: 63 MPa
cooling interval after that hold: 76 K
```
